**Desorption barrier from two heating rates**

For first-order desorption with constant activation energy E and prefactor ν, peaks at temperatures T1 and T2 for heating rates β1 and β2 give E = k_B [ln(β2/β1) − 2 ln(T2/T1)] / (1/T1 − 1/T2), where k_B is Boltzmann's constant. Peaks at 500 K (1 K/s) and 530 K (10 K/s) yield E = 1.664 eV and ν = 4.6 × 10¹⁵ per second. The program integrates the rate equation with these values and asserts that both peaks return within 0.01 K. It also asserts that a different, known barrier of 1.2 eV is recovered from simulated peaks, and that the error derivatives agree with finite differences. Independent errors of 1 K in the peak temperatures change E by 0.083 eV. Further integrations cover second-order kinetics, a prefactor proportional to temperature, repulsion between adsorbed molecules, pumping delay and readsorption, and a heat-flow calculation gives the thermal lag of the tungsten crystal. Among the apparatus effects in the example, pumping delay is the largest: it lowers the inferred barrier to 1.618 eV.

## Numerical check

```python
"""Desorption barrier from the peak temperatures at two heating rates.

Result under test, for first-order desorption with constant E and nu:
    E = kB [ln(beta2/beta1) - 2 ln(T2/T1)] / (1/T1 - 1/T2)
E: activation energy (eV), nu: prefactor (1/s), beta: heating rate (K/s),
T1, T2: temperatures of maximum desorption rate (K), theta: coverage.
The formula is checked against numerical integration of the rate equation,
and the main neglected effects are sized by the same integration.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

kB = constants.value("Boltzmann constant in eV/K")


def barrier(T1, T2, beta1, beta2):
    return kB * (np.log(beta2 / beta1) - 2 * np.log(T2 / T1)) / (1 / T1 - 1 / T2)


def prefactor(E, T, beta):
    return beta * E / (kB * T**2) * np.exp(E / (kB * T))


def locate_maximum(signal, low, high):
    grid = np.linspace(low, high, 2001)
    guess = grid[np.argmax(signal(grid))]
    best = minimize_scalar(lambda T: -signal(T), method="bounded",
                           bounds=(guess - 1, guess + 1),
                           options={"xatol": 1e-7})
    return best.x


def simulate(rate, beta, theta0=1.0, low=350.0, high=600.0):
    """Integrate the coverage; return peak temperature and peak coverage."""
    run = solve_ivp(lambda T, y: -rate(y, T) / beta, (low, high), [theta0],
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    dense_output=True)
    assert run.success
    peak = locate_maximum(lambda T: rate(run.sol(T)[0], T), low, high)
    return peak, run.sol(peak)[0]


# Inference from the two given peaks
T1, T2, beta1, beta2 = 500.0, 530.0, 1.0, 10.0
E = barrier(T1, T2, beta1, beta2)
nu = prefactor(E, T1, beta1)


def rate_constant(T):
    return nu * np.exp(-E / (kB * T))


def first_order(theta, T):
    return rate_constant(T) * theta


peak1, theta_peak1 = simulate(first_order, beta1)
peak2, theta_peak2 = simulate(first_order, beta2)
assert abs(peak1 - T1) < 0.01 and abs(peak2 - T2) < 0.01
assert abs(E - 1.66) < 0.01
theta_estimate = np.exp(-(1 - 2 * kB * T1 / E))
assert abs(theta_peak1 - theta_estimate) < 0.004

# Recovery of a different, known barrier from simulated peaks
E_known, nu_known = 1.2, 1e13
known = [simulate(lambda th, T: nu_known * np.exp(-E_known / (kB * T)) * th,
                  b, low=300.0, high=520.0)[0] for b in (0.5, 8.0)]
E_recovered = barrier(known[0], known[1], 0.5, 8.0)
assert abs(E_recovered - E_known) < 1e-3

# Sensitivity to the peak temperatures: derivative formulas and differences
D = 1 / T1 - 1 / T2
slope1 = (2 * kB / T1 + E / T1**2) / D
slope2 = -(2 * kB / T2 + E / T2**2) / D
h = 1e-3
diff1 = (barrier(T1 + h, T2, beta1, beta2)
         - barrier(T1 - h, T2, beta1, beta2)) / (2 * h)
diff2 = (barrier(T1, T2 + h, beta1, beta2)
         - barrier(T1, T2 - h, beta1, beta2)) / (2 * h)
assert abs(slope1 - diff1) < 1e-6 and abs(slope2 - diff2) < 1e-6
E_error = np.hypot(slope1, slope2)


def log_prefactor(a, b):
    return np.log(prefactor(barrier(a, b, beta1, beta2), a, beta1))


log_error = np.hypot((log_prefactor(T1 + h, T2) - log_prefactor(T1 - h, T2)),
                     (log_prefactor(T1, T2 + h) - log_prefactor(T1, T2 - h)))
nu_factor = np.exp(log_error / (2 * h))

# Attempt rate kB T / h of transition-state theory
attempt = constants.k * T1 / constants.h

# One peak with an assumed prefactor
nu_assumed = 1e13
E_single = brentq(lambda e: np.log(prefactor(e, T1, beta1) / nu_assumed), 0.5, 3)
T2_single = brentq(lambda T: np.log(prefactor(E_single, T, beta2) / nu_assumed),
                   400, 700)
T2_single_simulated = simulate(
    lambda th, T: nu_assumed * np.exp(-E_single / (kB * T)) * th, beta2)[0]
assert abs(T2_single - T2_single_simulated) < 0.01


# Order of desorption: same heating-rate formula, different coverage response
def second_order(theta, T):
    return rate_constant(T) * theta**2


second1 = simulate(second_order, beta1)[0]
second2 = simulate(second_order, beta2)[0]
E_second = barrier(second1, second2, beta1, beta2)
shift_first = simulate(first_order, beta1, theta0=0.5)[0] - peak1
shift_second = simulate(second_order, beta1, theta0=0.5)[0] - second1
assert abs(E_second - E) < 0.01
assert abs(shift_first) < 0.01 and shift_second > 3

# Prefactor proportional to temperature
E_linear = E - kB * T1


def linear_prefactor(theta, T):
    return nu / np.e * (T / T1) * np.exp(-E_linear / (kB * T)) * theta


linear_peaks = [simulate(linear_prefactor, b)[0] for b in (beta1, beta2)]
E_from_linear = barrier(*linear_peaks, beta1, beta2)
assert abs(E_from_linear - E_linear - kB * np.mean(linear_peaks)) < 0.004

# Repulsion: barrier E - w theta
w = 0.10


def repulsive(theta, T):
    return nu * np.exp(-(E - w * theta) / (kB * T)) * theta


repulsive_runs = [simulate(repulsive, b) for b in (beta1, beta2)]
for (Tp, th), b in zip(repulsive_runs, (beta1, beta2)):
    left = b * (E - w * th) / (kB * Tp**2)
    right = repulsive(th, Tp) / th * (1 + w * th / (kB * Tp))
    assert abs(left / right - 1) < 2e-3
E_repulsive = barrier(repulsive_runs[0][0], repulsive_runs[1][0], beta1, beta2)
E_at_peak = E - w * repulsive_runs[0][1]
assert E_repulsive < E_at_peak < E

# Finite pumping speed and readsorption; gas counted per surface site
volume, pumping, area = 30.0, 300.0, 1.0      # L, L/s, cm^2
gas_T, mass = 300.0, 28.0                     # K, u
mean_speed = np.sqrt(8 * constants.k * gas_T
                     / (np.pi * mass * constants.atomic_mass))
capture = area * 1e-4 * mean_speed / 4 * 1000  # L/s striking the crystal
tau = volume / pumping


def pressure_peak(beta, sticking):
    def flow(T, y):
        theta, gas = y
        net = (rate_constant(T) * theta
               - sticking * capture / volume * (1 - theta) * gas)
        return [-net / beta, (net - gas / tau) / beta]
    run = solve_ivp(flow, (350.0, 600.0), [1.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-13, dense_output=True)
    assert run.success
    return locate_maximum(lambda T: run.sol(T)[1], 350.0, 600.0)


lagged = [pressure_peak(b, 0.0) for b in (beta1, beta2)]
assert abs(lagged[0] - peak1 - beta1 * tau) < 0.02
assert abs(lagged[1] - peak2 - beta2 * tau) < 0.1
E_lagged = barrier(*lagged, beta1, beta2)
readsorbed = [pressure_peak(b, 1.0) for b in (beta1, beta2)]
assert readsorbed[0] > lagged[0] and readsorbed[1] > lagged[1]
E_readsorbed = barrier(*readsorbed, beta1, beta2)
assert abs(E_readsorbed - E_lagged) < 0.01

# Tungsten crystal heated from the back: lag of the insulated front face
thickness, conductivity, heat_capacity = 0.1, 1.5, 2.6  # cm, W/cmK, J/cm^3K
diffusivity = conductivity / heat_capacity
lag_formula = beta2 * thickness**2 / (2 * diffusivity)
nodes, dt, steps = 40, 5e-4, 400
c = diffusivity * dt / (thickness / nodes)**2
matrix = (np.diag(np.full(nodes, 1 + 2 * c))
          - np.diag(np.full(nodes - 1, c), 1)
          - np.diag(np.full(nodes - 1, c), -1))
matrix[-1, -2] = -2 * c
inverse = np.linalg.inv(matrix)
profile = np.zeros(nodes)
for step in range(1, steps + 1):
    source = profile.copy()
    source[0] += c * beta2 * step * dt
    profile = inverse @ source
lag_simulated = beta2 * steps * dt - profile[-1]
assert abs(lag_simulated / lag_formula - 1) < 0.01

print(f"Given peaks: {T1:.0f} K at {beta1:.0f} K/s, {T2:.0f} K at {beta2:.0f} K/s")
print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"ln(beta2/beta1): {np.log(beta2 / beta1):.5f}")
print(f"2 ln(T2/T1): {2 * np.log(T2 / T1):.5f}")
print(f"Difference of the logarithms: {np.log(beta2/beta1)-2*np.log(T2/T1):.5f}")
print(f"1/T1 - 1/T2: {D:.5e} 1/K")
print(f"E/kB: {E / kB:.0f} K")
print(f"Barrier E: {E:.4f} eV")
print(f"Barrier E converted: {E * constants.e * constants.N_A / 1000:.1f} kJ/mol")
print(f"E/(kB T1): {E / (kB * T1):.3f}")
print(f"Prefactor nu: {nu:.3e} 1/s")
print(f"Attempt rate kB T1/h: {attempt:.3e} 1/s; nu over it: {nu / attempt:.0f}")
print(f"Simulated peaks: {peak1:.3f} K and {peak2:.3f} K")
print(f"Peak coverage, slow and fast run: {theta_peak1:.4f}, {theta_peak2:.4f}")
print(f"Peak coverage estimate, slow run: {theta_estimate:.4f}")
print(f"Recovery test: true {E_known:.3f} eV, inferred {E_recovered:.4f} eV")
print(f"dE/dT1: {slope1:.4f} eV/K; dE/dT2: {slope2:.4f} eV/K")
print(f"Error of E for independent 1 K errors: {E_error:.3f} eV")
print(f"Error factor of nu for the same errors: {nu_factor:.1f}")
print(f"Single peak at T1 with nu = {nu_assumed:.0e} 1/s: E = {E_single:.3f} eV")
print(f"Second peak that this would predict: {T2_single:.1f} K")
print(f"Second-order peaks: {second1:.2f} K and {second2:.2f} K")
print(f"Second-order data, inferred E: {E_second:.4f} eV")
print(f"Shift on halving coverage, first order: {abs(shift_first):.2f} K")
print(f"Shift on halving coverage, second order: {shift_second:.2f} K")
print(f"nu proportional to T: true barrier {E_linear:.4f} eV")
print(f"nu proportional to T: inferred {E_from_linear:.4f} eV")
print(f"Repulsion w: {w:.2f} eV; zero-coverage barrier {E:.4f} eV")
print(f"Repulsion: peak coverage, slow run {repulsive_runs[0][1]:.3f}")
print(f"Repulsion: barrier at that coverage {E_at_peak:.4f} eV")
print(f"Repulsion: inferred {E_repulsive:.4f} eV")
print(f"Chamber: {volume:.0f} L, pump {pumping:.0f} L/s, crystal {area:.0f} cm2")
print(f"Gas: {mass:.0f} u at {gas_T:.0f} K, mean speed {mean_speed:.0f} m/s")
print(f"Pumping time: {tau:.2f} s; crystal capture speed: {capture:.1f} L/s")
print(f"Pumping delay of peaks: {lagged[0]-peak1:.2f} K, {lagged[1]-peak2:.2f} K")
print(f"Inferred E with pumping delay: {E_lagged:.4f} eV")
print(f"Extra shift by readsorption, sticking 1, slow: "
      f"{readsorbed[0] - lagged[0]:.2f} K")
print(f"Extra shift by readsorption, sticking 1, fast: "
      f"{readsorbed[1] - lagged[1]:.2f} K")
print(f"Inferred E with delay and readsorption: {E_readsorbed:.4f} eV")
print(f"Tungsten (rough): {conductivity:.1f} W/(cm K), "
      f"{heat_capacity:.1f} J/(cm3 K)")
print(f"Crystal thickness: {thickness * 10:.0f} mm")
print(f"Front-face lag at {beta2:.0f} K/s: formula {lag_formula:.3f} K, "
      f"simulated {lag_simulated:.3f} K")
print("OK")
```

Printed output:

```
Given peaks: 500 K at 1 K/s, 530 K at 10 K/s
Boltzmann constant: 8.617333e-05 eV/K
ln(beta2/beta1): 2.30259
2 ln(T2/T1): 0.11654
Difference of the logarithms: 2.18605
1/T1 - 1/T2: 1.13208e-04 1/K
E/kB: 19310 K
Barrier E: 1.6640 eV
Barrier E converted: 160.6 kJ/mol
E/(kB T1): 38.620
Prefactor nu: 4.575e+15 1/s
Attempt rate kB T1/h: 1.042e+13 1/s; nu over it: 439
Simulated peaks: 500.000 K and 530.000 K
Peak coverage, slow and fast run: 0.3860, 0.3871
Peak coverage estimate, slow run: 0.3874
Recovery test: true 1.200 eV, inferred 1.2000 eV
dE/dT1: 0.0618 eV/K; dE/dT2: -0.0552 eV/K
Error of E for independent 1 K errors: 0.083 eV
Error factor of nu for the same errors: 6.8
Single peak at T1 with nu = 1e+13 1/s: E = 1.407 eV
Second peak that this would predict: 535.5 K
Second-order peaks: 499.42 K and 529.32 K
Second-order data, inferred E: 1.6660 eV
Shift on halving coverage, first order: 0.00 K
Shift on halving coverage, second order: 8.65 K
nu proportional to T: true barrier 1.6209 eV
nu proportional to T: inferred 1.6641 eV
Repulsion w: 0.10 eV; zero-coverage barrier 1.6640 eV
Repulsion: peak coverage, slow run 0.482
Repulsion: barrier at that coverage 1.6158 eV
Repulsion: inferred 1.5848 eV
Chamber: 30 L, pump 300 L/s, crystal 1 cm2
Gas: 28 u at 300 K, mean speed 476 m/s
Pumping time: 0.10 s; crystal capture speed: 11.9 L/s
Pumping delay of peaks: 0.10 K, 0.97 K
Inferred E with pumping delay: 1.6182 eV
Extra shift by readsorption, sticking 1, slow: 0.11 K
Extra shift by readsorption, sticking 1, fast: 0.10 K
Inferred E with delay and readsorption: 1.6192 eV
Tungsten (rough): 1.5 W/(cm K), 2.6 J/(cm3 K)
Crystal thickness: 1 mm
Front-face lag at 10 K/s: formula 0.087 K, simulated 0.087 K
OK
```
